# Stochastic reconfiguration as projected imaginary-time evolution, solved in sample space

## 1. One spin, one parameter

Take a single spin with $H=-h\sigma^x$, $h>0$, and basis states labelled by $s=\pm1$. The trial function is $\psi(s)=e^{\theta s}$ with one real parameter. I set $\hbar=1$, so imaginary time $\tau$ is an inverse energy.

Imaginary-time evolution is $\phi(\tau)=e^{-\tau H}\phi(0)$. For the normalized state $\psi=\phi/\|\phi\|$, use

$$\frac{d}{d\tau}\|\phi\|^2=-2\langle\phi|H|\phi\rangle=-2E\|\phi\|^2 ,\qquad\text{so}\qquad \frac{d\|\phi\|}{d\tau}=-E\|\phi\| .$$

The quotient rule then gives

$$\partial_\tau\psi=-(H-E)\psi. \tag{1}$$

Here $(H\psi)(s)=-h\psi(-s)$, so $\partial_\tau\ln\psi(s)=h\,\psi(-s)/\psi(s)+E$. Subtracting the equation for $s=-1$ from that for $s=+1$ removes $E$ and the norm. Since $\ln[\psi(+)/\psi(-)]=2\theta$,

$$2\dot\theta=h(e^{-2\theta}-e^{2\theta}),\qquad \dot\theta=-h\sinh2\theta. \tag{2}$$

The family contains the whole evolution, so (2) is exact.

Now compute the same velocity from averages over $p(s)=e^{2\theta s}/(2\cosh2\theta)$. The logarithmic derivative is $O(s)=\partial_\theta\ln\psi(s)=s$, with mean $\bar O=\tanh2\theta$ and variance

$$S=1-\tanh^22\theta=\frac1{\cosh^22\theta}.$$

The local energy is $E_{\rm loc}(s)=(H\psi)(s)/\psi(s)=-he^{-2\theta s}$. Its mean is $E=-h/\cosh2\theta$. Because $\langle sE_{\rm loc}\rangle=-h\sum_s s/(2\cosh2\theta)=0$, the covariance with $O$ is

$$F=\langle sE_{\rm loc}\rangle-\bar OE=\frac{h\sinh2\theta}{\cosh^22\theta}.$$

Therefore $-F/S=-h\sinh2\theta$, which is (2). Differentiating $E$ gives $dE/d\theta=2F$, so plain gradient descent would use $-F$ alone. At large $|\theta|$ that velocity dies out, although the state is far from the ground state $\theta=0$. Division by $S$ corrects for how little the state moves per unit of $\theta$ there.

**A case where the family is too small.** Keep one real parameter but let it control a phase, $\psi(s)=e^{i\varphi s}$, and take $H=-B\sigma^z$. Then $O=is$, $\bar O=0$, $E_{\rm loc}=-Bs$ and $E=0$. The covariance $\langle O^*E_{\rm loc}\rangle=\langle(-is)(-Bs)\rangle=iB$ is imaginary. A real velocity $\dot\varphi$ cannot use it: imaginary-time evolution wants to change the moduli, while $\varphi$ changes phases. The energy is zero for every $\varphi$, so the correct force is the real part, $F=0$. The general equations must therefore contain real parts when the parameters are real.

## 2. Many parameters: which velocity is closest?

Let $\psi_\theta(s)$ be complex and depend smoothly on $P$ real parameters; a complex parameter counts as two. Assume $\psi(s)\ne0$ on every configuration. At the point considered, normalize $\psi$ and define

$$p(s)=|\psi(s)|^2,\quad O_k(s)=\partial_k\ln\psi(s),\quad E_{\rm loc}(s)=\frac{(H\psi)(s)}{\psi(s)}.$$

Bars and angle brackets around functions of $s$ mean averages over $p$.

In a small step $\delta$ the trial state and the evolved state become

$$a=\psi+\delta u+O(\delta^2),\quad u=\sum_k\dot\theta_k\partial_k\psi,\qquad b=e^{-\delta H}\psi=\psi-\delta H\psi+O(\delta^2).$$

Norm and global phase have no physical meaning, so I compare rays through the infidelity

$$I=1-\frac{|\langle a|b\rangle|^2}{\langle a|a\rangle\langle b|b\rangle}=\frac{\|(1-P_a)b\|^2}{\langle b|b\rangle},$$

where $P_a$ projects on $a$. Since $(1-P_a)a=0$, we may replace $b$ by $b-a=-\delta(H\psi+u)+O(\delta^2)$. This is already of order $\delta$, so to leading order $1-P_a$ may be replaced by $Q=1-|\psi\rangle\langle\psi|$ and $\langle b|b\rangle$ by 1:

$$I=\delta^2\|Q(u+H\psi)\|^2+O(\delta^3). \tag{3}$$

Next, the components. From $\langle\psi|\partial_k\psi\rangle=\sum_sp(s)O_k(s)=\bar O_k$,

$$(Q\partial_k\psi)(s)=\psi(s)[O_k(s)-\bar O_k],\qquad (QH\psi)(s)=\psi(s)[E_{\rm loc}(s)-E].$$

Hence the squared norm in (3) is

$$D(\dot\theta)=\sum_sp(s)\Big|\sum_k[O_k(s)-\bar O_k]\dot\theta_k+E_{\rm loc}(s)-E\Big|^2 .$$

Put the real parts of $\sqrt{p(s)}\,[O_k(s)-\bar O_k]$ above the imaginary parts to form a real matrix $X$. Stack $\sqrt{p(s)}\,[E_{\rm loc}(s)-E]$ in the same way to form $\varepsilon$. Then

$$D(\dot\theta)=\|X\dot\theta+\varepsilon\|^2. \tag{4}$$

The gradient of (4) is $2X^T(X\dot\theta+\varepsilon)$, and its Hessian $2X^TX$ has no negative eigenvalue. The minimum is therefore given by

$$S\dot\theta=-F,\qquad S=X^TX,\quad F=X^T\varepsilon. \tag{5}$$

Because $\mathrm{Re}(z^*w)=\mathrm{Re}z\,\mathrm{Re}w+\mathrm{Im}z\,\mathrm{Im}w$, the entries are

$$S_{kl}=\mathrm{Re}\langle(O_k-\bar O_k)^*(O_l-\bar O_l)\rangle,\quad F_k=\mathrm{Re}\langle(O_k-\bar O_k)^*(E_{\rm loc}-E)\rangle .$$

Equation (5) is stochastic reconfiguration. It has a solution even for singular $S$, because $X^T\varepsilon$ lies in the range of $X^T$, which equals that of $X^TX$. Two solutions differ by a vector $n$ with $Sn=0$. Then $0=n^TSn=\|Xn\|^2$, so $Xn=0$, and both move the ray identically.

With $X^+$ the pseudoinverse, that motion is

$$X\dot\theta=-XX^+\varepsilon. \tag{6}$$

The matrix $XX^+$ is the orthogonal projector on the column space of $X$, the tangent space with norm and phase directions removed. The vector $-\varepsilon$ represents $-(H-E)\psi$, the right side of (1). Stochastic reconfiguration is therefore imaginary-time evolution projected, at each instant, on this tangent space. Orthogonality refers to the real inner product $\mathrm{Re}\langle\cdot|\cdot\rangle$.

**Return to the phase-only spin.** There $X\ne0$ but $X^T\varepsilon=0$: the wanted velocity is orthogonal to the tangent space. The flow stops with energy variance $B^2$. A stationary point of (5) thus need not be an eigenstate.

## 3. How fast the energy falls

For the unnormalized Rayleigh quotient, the derivative of the numerator and that of the norm combine into

$$\partial_kE=\frac{2\,\mathrm{Re}\langle\partial_k\psi|(H-E)|\psi\rangle}{\langle\psi|\psi\rangle}=2\,\mathrm{Re}\langle O_k^*(E_{\rm loc}-E)\rangle=2F_k .$$

In the last step $\bar O_k^*$ may be subtracted from $O_k^*$, since $E_{\rm loc}-E$ has zero mean. Along the projected flow,

$$\frac{dE}{d\tau}=2F^T\dot\theta=2\varepsilon^TX\dot\theta=-2\varepsilon^TXX^+\varepsilon=-2\|XX^+\varepsilon\|^2\le0. \tag{7}$$

Along the exact flow (1), $dE/d\tau=-2\,\mathrm{Re}\langle H\psi|(H-E)\psi\rangle=-2(\langle H^2\rangle-E^2)=-2\|\varepsilon\|^2$. The ratio of the two slopes at the same state is the fraction of the energy variance that the tangent space captures. It is 1 for the first spin at any $\theta\ne0$ (at $\theta=0$ both slopes vanish) and 0 for the phase-only spin.

**An intermediate case.** Consider a periodic chain of eight spins,

$$H=-J\sum_i\sigma_i^z\sigma_{i+1}^z-h\sum_i\sigma_i^x,\qquad J=h=1,$$

with energies in $J$ and $\tau$ in $1/J$. Its 256 configurations can be summed completely. The trial function is

$$\ln\psi(s)=\sum_{j=1}^M(\alpha_j+i\beta_j)\ln\cosh(b_j+W_j\cdot s).$$

Each hidden unit has eight weights, one bias and two readout numbers, so $P=11M$. For $M=6$ and random parameters, $P=66$.

The starting energy is $-7.5996$ and the variance is $8.5627$. The projection captures $6.2446$, so the fraction is $6.2446/8.5627=0.729$. Equation (7) gives the slope $-2(6.2446)=-12.489$, against $-17.125$ for exact evolution. A separate least-squares projection, built from finite-difference tangent vectors with $\psi$ and $i\psi$ added, confirms the captured part.

## 4. Regularization

Small eigenvalues of $S$ allow large parameter velocities that hardly move the state. Add a penalty and minimize $\|X\dot\theta+\varepsilon\|^2+\lambda\|\dot\theta\|^2$ with $\lambda>0$. Setting the gradient to zero gives

$$\dot\theta=-(X^TX+\lambda I)^{-1}X^T\varepsilon. \tag{8}$$

Write $X=\sum_r\sigma_ru_rv_r^T$ with orthonormal $u_r$, orthonormal $v_r$ and $\sigma_r>0$. In direction $v_r$ the bracket acts as $\sigma_r^2+\lambda$, hence

$$\dot\theta=-\sum_r\frac{\sigma_r}{\sigma_r^2+\lambda}v_r(u_r^T\varepsilon),\qquad X\dot\theta=-\sum_r\frac{\sigma_r^2}{\sigma_r^2+\lambda}u_r(u_r^T\varepsilon). \tag{9}$$

Each component of the projection is damped. The slope $2\varepsilon^TX\dot\theta$ is still a sum of nonpositive terms, so with full averages the continuous flow cannot raise the energy.

**Two limits.** As $\lambda\to0$, (9) returns the projection (6). For $\lambda$ far above all $\sigma_r^2$, (8) becomes $-F/\lambda$, which is gradient descent. The penalty measures length in parameter space, so unlike (6) the damped motion depends on how the parameters are scaled.

In the chain the eigenvalues $\sigma_r^2$ run from $4.855\times10^{-6}$ to $0.964$. With $\lambda=10^{-3}$ the weakest direction keeps a fraction $4.855\times10^{-6}/(1.004855\times10^{-3})=0.0048$ of its motion, and the strongest keeps $0.999$. The slope changes from $-12.489$ to $-11.640$.

Equation (3) can be tested on this damped direction. The measured infidelity divided by $\delta^2$, averaged over $\delta=\pm10^{-5}$ to cancel the $\delta^3$ term of (3), is $2.48355$, as is the value from (4). The undamped minimum would be $8.5627-6.2446=2.3181$, slightly lower as it must be. A random direction gives $17.096$, worse than the $8.5627$ obtained by standing still.

Following the damped flow for a finite time gives these energies, in $J$:

| $\tau$ | projected | exact flow |
|---|---|---|
| 0.10 | −8.646 | −8.850 |
| 0.50 | −10.029 | −10.040 |
| 1.00 | −10.20796 | −10.20886 |
| 2.00 | −10.24658 | −10.24874 |

The ground-state energy is $-10.2517$. The difference between the columns is $0.0009$ at $\tau=1$ and $0.0022$ at $\tau=2$, but it is not monotonic in $\tau$: near $\tau=0.75$ the projected energy lies about $0.0004$ below the exact-flow energy, and near $\tau=1.5$ about $0.0028$ above it. The slope comparison of section 3 holds at a common state; once the two paths have separated, it does not fix the order or the distance of their energies.

## 5. Samples in place of the full sum

For a large system, draw $N$ configurations $s_i$ from $p$. Replace each average by a sample mean, including the means used for centring. Now $X$ has $2N$ rows, made from the real and imaginary parts of $[O_k(s_i)-\bar O_k]/\sqrt N$, and $\varepsilon$ is built likewise. Equation (8) keeps its form but asks for a $P\times P$ solve.

Start again with one parameter. Then $X$ is a column $x$, and

$$(xx^T+\lambda I)x=x(x^Tx+\lambda).$$

Multiplying by the inverse matrix on the left and dividing by the number $x^Tx+\lambda$ gives $x/(x^Tx+\lambda)=(xx^T+\lambda I)^{-1}x$. A scalar division has been exchanged for a matrix solve, a bad bargain for one parameter. The same algebra read with $P\gg2N$ is a good one.

For any $P$, expand both sides to verify

$$X^T(XX^T+\lambda I)=X^TXX^T+\lambda X^T=(X^TX+\lambda I)X^T .$$

For $\lambda>0$ both brackets are positive definite: for example, $y^T(XX^T+\lambda I)y=\|X^Ty\|^2+\lambda\|y\|^2>0$ for $y\neq0$. Multiply by $(X^TX+\lambda I)^{-1}$ from the left and by $(XX^T+\lambda I)^{-1}$ from the right:

$$(X^TX+\lambda I)^{-1}X^T=X^T(XX^T+\lambda I)^{-1}. \tag{10}$$

This is the push-through identity. Applied to $-\varepsilon$, it turns (8) into

$$\dot\theta=-X^T(XX^T+\lambda I)^{-1}\varepsilon. \tag{11}$$

One solves a $2N\times2N$ system for a vector $y$, then forms $\dot\theta=-X^Ty$. No approximation enters between (8) and (11); the sampling error is the same in both.

**Cost.** Count multiply-add pairs, without using symmetry in the matrix product and with a Cholesky factorization costing $n^3/6$. The parameter side needs $2NP^2+P^3/6$, the sample side $(2N)^2P+(2N)^3/6$. For $M=100$, $P=1100$ and $N=80$, these are

$$1.94\times10^8+2.22\times10^8=4.15\times10^8,\qquad 2.82\times10^7+0.07\times10^7=2.88\times10^7,$$

a ratio of 14. The measured times are $79.8$ ms and $4.0$ ms, a ratio of 20; the count is only a guide. Using the symmetry of the two matrix products would halve their cost and raise the counted ratio to about 22, and timings depend on the machine and the library. The two updates differ by $5\times10^{-13}$ relative to the update's norm. When $2N$ exceeds $P$, the parameter side has the smaller matrix.

## 6. The limit of no regularization

At $\lambda=0$ equation (11) cannot be used with an ordinary inverse. Centring makes each column of $X$ sum to zero within the real block and within the imaginary block. The vector of ones on either block is thus annihilated by $X^T$, and $XX^T$ is singular.

Repeated samples lower the bound on the rank further. If $D$ configurations are distinct, each block has at most $D$ different rows, and their sum weighted by multiplicity vanishes. Each block therefore has rank at most $D-1$, and

$$\mathrm{rank}(XX^T)=\mathrm{rank}(X)\le2(D-1). \tag{12}$$

The limit of the update nevertheless exists. In (9), $\sigma_r/(\sigma_r^2+\lambda)\to1/\sigma_r$ on the nonzero singular values, so

$$\dot\theta\to-X^+\varepsilon=-X^T(XX^T)^+\varepsilon .$$

This is the shortest least-squares solution, because it has no component along vectors $n$ with $Xn=0$. For $\lambda\ll\sigma_r^2$, the expansion $\sigma_r/(\sigma_r^2+\lambda)=\sigma_r^{-1}(1-\lambda/\sigma_r^2+\dots)$ predicts a distance from the limit proportional to $\lambda$. The relative distances $1.81\times10^{-2}$, $1.88\times10^{-4}$ and $1.88\times10^{-6}$ at $\lambda=10^{-4},10^{-6},10^{-8}$ follow this closely.

In the large network the 80 samples contain 70 distinct configurations, and the rank is $138=2(70-1)$: the bound (12) is reached. The vector $\varepsilon$ obeys the same repetition and zero-sum conditions as the columns of $X$. Those columns now span every vector that obeys them, so the sampled residual must vanish. Numerically it is $2\times10^{-14}$ of $\|\varepsilon\|$.

## 7. What a zero residual does not show

A fit on the samples is not yet a projection in the full space. The small network, with $P=66$ and $\lambda=10^{-3}$, allows a comparison. Below, each residual is $\|X\dot\theta+\varepsilon\|^2/\|\varepsilon\|^2$, on the samples or in the full sum. The last column is the error of the ray velocity relative to that of the full-average update with the same $\lambda$. All entries are means over 20 sample sets. At $N=20$ such a mean scatters from one group of sets to another by about $0.13$ in the full residual and $0.07$ in the velocity error; at $N\ge200$ the scatter is below $0.01$.

| $N$ | on samples | full sum | velocity error |
|---|---|---|---|
| 20 | 0.014 | 1.566 | 1.355 |
| 200 | 0.254 | 0.328 | 0.236 |
| 2000 | 0.286 | 0.294 | 0.068 |
| 20000 | 0.291 | 0.290 | 0.022 |

With 20 samples the fit looks nearly perfect, yet its mean full residual exceeds 1, the value for $\dot\theta=0$. This does not by itself mean that the energy rises. Expanding the square,

$$\|X\dot\theta+\varepsilon\|^2-\|\varepsilon\|^2=\|X\dot\theta\|^2+2F^T\dot\theta ,$$

which can be positive through an overlong velocity even when the slope $2F^T\dot\theta$ is negative.

For large $N$ the full residual approaches that of the full-average update, $2.48355/8.5627=0.290$. The last two velocity errors fall by factors $3.5$ and $3.1$ for each tenfold increase in $N$, near the $\sqrt{10}=3.2$ expected when the update responds linearly to small errors of independent sample means.

**When sampling misses a direction.** The condition $\psi(s)\ne0$ matters. Take $\psi=(\cos\theta,\sin\theta)$ for one spin with $H=-h\sigma^x$, at $\theta=0$. The energy is $-h\sin2\theta$, so the true force is $F=\frac12dE/d\theta=-h$, and the true metric is $S=\|\partial_\theta\psi\|^2=1$. But only $s=+1$ is ever sampled. There $O=-\tan\theta=0$, and sampling reports $S=F=0$. The update stands still while the true velocity is $h$. More samples do not help, and neither does (10), which faithfully reproduces the sampled problem.

**A sampled optimization.** Finally, use (11) repeatedly on the large network, with 80 fresh samples per step, $\lambda=10^{-2}$ and Euler steps of $0.02/J$. The energy, evaluated by the full sum, goes from $-6.699$ to $-10.075$ after 25 steps and $-10.2426$ after 150. It ends $0.0090J$ above the ground state, or $0.25\%$ of the initial excess of $3.553J$. This is one run on a small chain; it shows that updates from few samples can work here, not how many samples a larger system needs. The remaining values are in the numerical output.

## Computed results

```
Chain: 8 spins, J = 1.0, h = 1.0, 256 configurations
Ground-state energy (diagonalization): -10.251662 J
Small network: P = 66, lambda = 0.001
Starting energy: -7.599567 J; variance: 8.562716 J^2
Captured variance, lambda = 0: 6.244640 J^2
Captured fraction, lambda = 0: 0.729283
Eigenvalues of S: 4.855e-06 to 9.641e-01
Energy slope, exact flow: -17.12543 J^2
Energy slope, projected, lambda = 0: -12.48928 J^2
Energy slope, projected, regularized: -11.64036 J^2
Infidelity/step^2 (J^2), measured and predicted:
  SR direction: 2.48355, 2.48355
  random direction: 17.09630, 17.09630
Time step of projected flow: 0.005 1/J
tau (1/J), projected energy (J), exact-flow energy (J):
  0.00  -7.59957  -7.59957
  0.10  -8.64635  -8.85010
  0.25  -9.52764  -9.64948
  0.50  -10.02884  -10.04015
  1.00  -10.20796  -10.20886
  2.00  -10.24658  -10.24874
Sampled updates, means of 20 sample sets:
N, in-sample residual, full residual, velocity error (fractions):
  20  0.0137  1.5658  1.3546
  200  0.2541  0.3279  0.2360
  2000  0.2856  0.2935  0.0678
  20000  0.2912  0.2904  0.0219
Large network: P = 1100, N = 80, matrix sizes 1100 and 160
Relative difference of the two solves: 5.3e-13
Parameter-space time: 79.77 ms
Sample-space time: 4.01 ms
Distinct configurations: 70; rank of X X^T: 138
Relative in-sample residual, least-norm update: 2.1e-14
Distance to least-norm update, lambda = 1e-4, 1e-6, 1e-8:
  1.81e-02, 1.88e-04, 1.88e-06
Sampled run: lambda = 0.01, step = 0.02 1/J, N = 80
step number, energy by full sum (J):
  0  -6.69865
  25  -10.07464
  50  -10.21266
  100  -10.23873
  150  -10.24262
Final energy above ground state: 0.00904 J
```
